# Intrinsic orbital and spin Hall conductivities in a square-lattice s–p model

## Problem

Take one $p_x$ and one $p_y$ orbital on each site of a square lattice, with nearest-neighbour $\sigma$ and $\pi$ hopping only. The Bloch Hamiltonian is $\mathrm{diag}(e_x,e_y)$, its eigenvectors do not depend on $\mathbf k$, and the velocity $\partial H/\partial k_x$ is diagonal. An electric field then moves $\mathbf k$ without mixing the two orbitals. Since $L_z$ has matrix elements only between $p_x$ and $p_y$, no orbital moment is induced and no orbital current flows. An on-site term $\pm\frac{\lambda}{2}L_z$ does not produce a spin current either: in the basis $(p_x,\,ip_y)$ the matrix of $L_z$ is real, so the eigenvectors are real and the Berry curvature is zero. A $\mathbf k$-dependent coupling between $p_x$ and $p_y$ removes this obstruction, and an $s$ orbital supplies one.

Set $a=\hbar=1$, energies in eV, electron charge $-e$. The $s$–$p$ element $2i\gamma\sin k_a$ becomes real when $|s\rangle$ is multiplied by a constant phase. In the basis $(s,p_x,p_y)$,
$$H_0=\begin{pmatrix}e_s&V_x&V_y\\V_x&e_x&0\\V_y&0&e_y\end{pmatrix},\qquad V_a=2\gamma\sin k_a,$$
$$e_s=E_s-2t_s(\cos k_x+\cos k_y),\qquad e_x=E_p+2t_\sigma\cos k_x+2t_\pi\cos k_y,$$
with $e_y$ obtained by $x\leftrightarrow y$, and $H=H_0+\lambda\,\mathbf L\cdot\mathbf S$. The $s$ band lies below the $p$ bands, and $t_\sigma>t_\pi>0$. The currents are $j^O_y=\frac12\{v_y,O\}$ with $O=L_z$ (atom-centred) or $S_z$, and $\langle j^O_y\rangle=\sigma^OE_x$. Only the intrinsic, interband response of the clean crystal is wanted.

(a) Find $\sigma^L$ at $\lambda=0$, in the $s$–$p$ gap and at the bottom of the $p$ bands.
(b) Show that $\sigma^S=\kappa\lambda+O(\lambda^3)$, find $\kappa$ and its relation to $\sigma^L$.
(c) Find where linearity fails.
(d) Evaluate for $E_s=-1.5$, $t_s=0.2$, $E_p=2.4$, $t_\sigma=0.7$, $t_\pi=0.1$, $\gamma=0.4$ eV.

## Solution

### Spin sectors and the response formula

From $L_z=-i(x\partial_y-y\partial_x)$ and its cyclic partners, $(L_a)_{bc}=-i\epsilon_{abc}$ among $p$ orbitals. With $b,c\in\{x,y\}$ only $a=z$ survives, so $\mathbf L\cdot\mathbf S\to L_zS_z$, and $L\equiv L_z$ is the Pauli matrix $\sigma_y$ on $(p_x,p_y)$, with $L_{xy}=-i$, $L_{yx}=i$. Spin flips pass through the omitted $p_z$. The spin sectors are $H_0\pm\frac\lambda2L$.

The field gives $\dot k_x=-eE$. Insert $\psi=e^{-i\int E_ndt}\,(u_n+\sum_mc_mu_m)$ into $i\dot\psi=H\psi$ and project on $u_m$. To first order in $E$, $i\dot k_x\langle u_m|\partial_xu_n\rangle=(E_m-E_n)c_m$. Differentiating $Hu_n=E_nu_n$ gives $\langle u_m|\partial_au_n\rangle=v^a_{mn}/(E_n-E_m)$ with $v^a=\partial H/\partial k_a$. Hence $c_m=ieE\,v^x_{mn}/(E_n-E_m)^2$, and $\delta\langle O\rangle_n=2\,\mathrm{Re}\sum_mO_{nm}c_m$ yields
$$\sigma^O=e\sum_n\int\!\frac{d^2k}{(2\pi)^2}f_n\Omega^O_n,\qquad \Omega^O_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{j^O_{nm}v^x_{mn}}{(E_n-E_m)^2}.$$
The same formula with $L$ in place of $j$ gives the induced moment $\delta\langle L\rangle_n=e\mathbf E\cdot\mathbf P_n$,
$$P^a_n=-2\,\mathrm{Im}\sum_{m\neq n}\frac{L_{nm}v^a_{mn}}{(E_n-E_m)^2}.$$
Each summand changes sign under $n\leftrightarrow m$, because the swap conjugates the product, so two filled bands cancel each other's terms. The natural unit is $e/2\pi=(\hbar/e)(e^2/h)$.

$H_0$ and $v^a$ are real, while $L$ and $j^L$ are imaginary. So $H(-\lambda)=H(\lambda)^*$, energies are even in $\lambda$, and the eigenvectors are conjugated: $v_{mn}\to v_{mn}^*$, $j^L_{nm}\to-j^{L*}_{nm}$. Then $\mathrm{Im}(j^L_{nm}v^x_{mn})$ is even and $\mathrm{Im}(v^y_{nm}v^x_{mn})$ is odd. Both spins add equally to $\sigma^L$, which is even in $\lambda$. For spin, $j^S=\pm\frac12v_y$, and the two sectors give $\frac12\Omega_\uparrow-\frac12\Omega_\downarrow=\Omega_\uparrow$, where
$$\Omega_n=-2\,\mathrm{Im}\langle\partial_yu_n|\partial_xu_n\rangle=\partial_yA_x-\partial_xA_y,\qquad \mathbf A_n=i\langle u_n|\nabla u_n\rangle .$$
This is minus the usual Berry curvature. Thus $\sigma^S=e\sum_n\int f_n\Omega_{n\uparrow}\,d^2k/(2\pi)^2$ is odd in $\lambda$.

### (a) Orbital Hall conductivity

Since $L$ annihilates $s$, $j^L_{sa}=\frac12\sum_b\partial_yV_b\,L_{ba}$ and $j^L_{ss}=0$. In the $p$ block, $\frac12\{\mathrm{diag}(\alpha,\beta),\sigma_y\}=\frac12(\alpha+\beta)\sigma_y$, so $j^L_{pp}=\bar vL$ with $\bar v=-(t_\sigma+t_\pi)\sin k_y$.

**Gap.** To first order in $\gamma$ the filled state is $s+\sum_ac_ap_a$ with $c_a=V_a/(e_s-e_a)$, so $v^x_{as}=(e_s-e_a)\,\partial_xc_a$. The current elements are $\sum_b(\frac12\partial_yV_b+\bar vc_b)L_{ba}$, that is $i(\gamma\cos k_y+\bar vc_y)$ for $a=x$ and $-i\bar vc_x$ for $a=y$ (as $\partial_yV_x=0$). Therefore
$$\Omega^L_s=-2\left[\frac{(\gamma\cos k_y+\bar vc_y)\,\partial_xc_x}{e_s-e_x}-\frac{\bar vc_x\,\partial_xc_y}{e_s-e_y}\right]+O(\gamma^4).$$
This is not the curl of a connection, so its integral is neither quantized nor forced to vanish.

**Band touchings.** Eliminating the $s$ amplitude $\psi_s=\mathbf V\cdot\psi_p/(E-e_s)$ gives the exact $p$ problem $\mathrm{diag}(e_x,e_y)+VV^T/(E-e_s)$. A degeneracy requires this matrix to equal $E$ times the unit matrix, so $V_xV_y=0$. Take $V_y=0$, $E=e_y$. On $k_y=\pi$, the diagonal difference $2(t_\sigma-t_\pi)(1+\cos k_x)+V_x^2/(E-e_s)$ vanishes only at M. On $k_y=0$ the condition is $2(t_\sigma-t_\pi)(1-\cos k_x)=4\gamma^2(1-\cos k_x)(1+\cos k_x)/(e_y-e_s)$. Apart from Γ it needs $t_\sigma-t_\pi=2\gamma^2(1+\cos k_x)/(e_y-e_s)$. For the data of (d) the right side is below $4(0.4)^2/(2.4+1.4-0.2+1.5)$, far less than $0.6$, so Γ and M are the only touchings.

**Edge at M.** Put $\mathbf k=(\pi,\pi)+\mathbf q$, $E_M=E_p-2(t_\sigma+t_\pi)$, $\Delta=E_M-E_s-4t_s$, $g=4\gamma^2/\Delta$. Then $\mathbf V=-2\gamma\mathbf q$, $e_x=E_M+t_\sigma q_x^2+t_\pi q_y^2$, and to order $q^2$, for any $\gamma$,
$$H=E_M+Aq^2+B(q_x^2-q_y^2)\sigma_z+2Cq_xq_y\sigma_x,$$
$$A=\tfrac12(t_\sigma+t_\pi+g),\quad B=\tfrac12(t_\sigma-t_\pi+g),\quad C=\tfrac12g .$$
With polar angle $\theta$, write $B\cos2\theta=D\cos\varphi$, $C\sin2\theta=D\sin\varphi$. The bands are $E_\pm=E_M+q^2(A\pm D)$, with $A>D$ because $t_\pi>0$. Differentiating $\tan\varphi=(C/B)\tan2\theta$ and using $\cos^2\varphi=B^2\cos^22\theta/D^2$ gives $\varphi'=2BC/D^2$. The angle $\varphi$ follows $2\theta$ through each quadrant, so $\oint d\varphi=4\pi$.

The current must be projected with the same $s$ admixture. With $\mathbf a=\partial_y\mathbf V$,
$$j_{\rm eff}=\bar vL+\frac{1}{2\Delta}\left(L\mathbf a\mathbf V^T+\mathbf V\mathbf a^TL\right).$$
Here $L\mathbf a=(-ia_y,ia_x)^T$ and $\mathbf a^TL=(ia_y,-ia_x)$. The diagonal entries of the bracket cancel and the $xy$ entry is $-i(a_yV_y+a_xV_x)$, so the bracket is $(\mathbf a\cdot\mathbf V)L=4\gamma^2q_yL$. With $\bar v=(t_\sigma+t_\pi)q_y$,
$$j_{\rm eff}=2A'q_yL,\qquad A'=\tfrac12\left(t_\sigma+t_\pi+\tfrac g2\right).$$
Building $\frac12\{\partial_yH,L\}$ from the two-band Hamiltonian would give $2Aq_yL$. That shortcut counts the hybridization term twice, because it lets the $s$ component carry $L$.

The eigenvectors are $u_+=(\cos\frac\varphi2,\sin\frac\varphi2)$ and $u_-=(-\sin\frac\varphi2,\cos\frac\varphi2)$, so $\nabla u_\pm=\pm\frac12\nabla\varphi\,u_\mp$ and $L_{+-}=-i$. Then $\mathbf P_+=-2\,\mathrm{Im}[L_{+-}\langle u_-|\nabla u_+\rangle]/(E_+-E_-)$ gives
$$\mathbf P_\pm=\pm\frac{\nabla\varphi}{2Dq^2},\qquad \partial_x\varphi=-\frac{\sin\theta}{q}\varphi' .$$
So $\Omega^L_-=2A'q_yP^x_-=2A'BC\sin^2\theta/(q^2D^3)=-\Omega^L_+$. At $T=0$ and $\varepsilon=\mu-E_M>0$ the Fermi radii obey $q_\pm^2=\varepsilon/(A\pm D)$. Only the annulus $q_+<q<q_-$ contributes, with $\int dq/q=\frac12\ln\frac{A+D}{A-D}$. The $s$–$p$ terms are bounded and scale with the pocket area. Since $D$ is unchanged by $\theta\to\theta+\pi/2$, $\sin^2\theta\to\frac12$. For two spins, with $\langle\cdot\rangle=\oint d\theta/2\pi$,
$$\sigma^L-\sigma^L_{\rm gap}\;\to\;\frac{e}{2\pi}A'BC\left\langle\frac1{D^3}\ln\frac{A+D}{A-D}\right\rangle\quad(\varepsilon\to0^+).$$
The conductivity jumps at the band edge. As $\gamma\to0$ the weight $\varphi'$ collects on the diagonals, where $D\ll A$ and the logarithm is $2D/A$, so the jump tends to $(A'/A)\langle\varphi'\rangle=2A'/A\to2$, although $\sigma^L=0$ at $\gamma=0$. The limit is singular because the splitting $2Cq^2$ closes along whole lines.

### (b) Linear spin Hall conductivity

For spin up, $\delta u_n=\frac\lambda2\sum_mu_mL_{mn}/(E_n-E_m)$, and $\delta E_n=\frac\lambda2L_{nn}=0$ because $u_n$ is real and $L$ is antisymmetric. Using $\langle u|\partial\delta u\rangle=\partial\langle u|\delta u\rangle-\langle\partial u|\delta u\rangle$ and $\langle u|\delta u\rangle=0$,
$$\delta A_a=i\langle\delta u|\partial_au\rangle-i\langle\partial_au|\delta u\rangle=-2\,\mathrm{Im}\langle\delta u|\partial_au\rangle=\frac\lambda2P^a_n .$$
At $\lambda=0$, $\mathbf A=0$. Hence $\Omega_{n\uparrow}=\frac\lambda2(\partial_yP^x_n-\partial_xP^y_n)$. Integrate by parts with $\partial_af=f'v_{n,a}$. Near Γ and M, $P\sim q^{-3}$ and the expansion in $\lambda$ fails band by band. At $T=0$ with $\mu$ away from those energies both bands there are equally filled, their mutual terms cancel exactly at any $\lambda$, and the remaining $s$–$p$ terms have the large gap as denominator. No boundary term survives, and
$$\kappa=\frac e2\sum_n\int\!\frac{d^2k}{(2\pi)^2}(-f')\left(v_{n,y}P^x_n-v_{n,x}P^y_n\right)=e\sum_n\int\!\frac{d^2k}{(2\pi)^2}(-f')\,v_{n,y}P^x_n .$$
The last step uses the fourfold rotation, which leaves $L$ fixed and sends $v_y\to v_x$, $P^x\to-P^y$. Oddness removes the $\lambda^2$ term, and the remainder is $O(\lambda^3)$ if $\mu$ also avoids van Hove energies, so that the $O(\lambda^2)$ shift of the contours is smooth.

The conversion therefore runs through the induced moment $\mathbf P$, taken on the Fermi surface. It is not a proportionality $\sigma^S\propto\lambda\sigma^L$. In the gap $\kappa=0$, and $\sigma^S$ is $e/2\pi$ times an integer Chern number that is zero at $\lambda=0$ and cannot change while the gap is open, whereas $\sigma^L_{\rm gap}\neq0$. Nor is $\kappa$ equal to $\frac12d\sigma^L/d\mu=e\sum_n\int(-f')\,\Omega^L_n\,d^2k/(2\pi)^2$, which would follow if $j^L_{nm}$ were $v_{n,y}L_{nm}$. At M the factor is $2A'q_y$ for both bands instead.

At the edge, Green's theorem gives $\int_{\rm occ}(\partial_yP^x-\partial_xP^y)\,d^2q=-\oint\mathbf P\cdot d\mathbf q$, and the small circles round M cancel between the bands. With $\mathbf P_\pm\cdot d\mathbf q=\pm d\varphi\,(A\pm D)/(2D\varepsilon)$,
$$\sigma^S=-\frac{e\lambda}{2(2\pi)^2}\oint d\varphi\,\frac{(A+D)-(A-D)}{2D\varepsilon}=-\frac{e}{2\pi}\,\frac{\lambda}{\mu-E_M}.$$
Only the winding $4\pi$ enters. Here $\kappa$ diverges as $1/\varepsilon$ while $\sigma^L$ tends to a constant.

### (c) Failure of linearity

The edge model is solvable at any $m=\lambda/2$. In the basis $u_\pm$ it reads $d\,\sigma_z+m\sigma_y$ with $d=Dq^2$. For $w=\alpha u_++\beta u_-$ the gradient of the basis acts as $\frac12\nabla\varphi\,(-\beta,\alpha)=-\frac i2\nabla\varphi\,\sigma_y(\alpha,\beta)$. One can take $\alpha$ imaginary and $\beta$ real, so that $\alpha^*\nabla\alpha+\beta^*\nabla\beta=\frac12\nabla(|\alpha|^2+|\beta|^2)=0$. Then
$$\mathbf A_\pm=\tfrac12\nabla\varphi\,\langle\sigma_y\rangle_\pm=\pm\tfrac12\nabla\varphi\cos\vartheta,\qquad\cos\vartheta=\frac{m}{\sqrt{d^2+m^2}},$$
which reduces to $\frac\lambda2\mathbf P_\pm$ for $|m|\ll d$. Green's theorem between $q\to0$, where $\cos\vartheta=\mathrm{sgn}\,\lambda$, and each contour gives
$$\sigma^S=\frac e{2\pi}\,\frac1{4\pi}\oint d\varphi\,(\cos\vartheta_--\cos\vartheta_+).$$
Linearity needs $|m|\ll d$ on both contours, which for $C<B$ means $|\lambda|/2\ll C\varepsilon/(A+C)$. At $\varepsilon=0$ the upper band is empty, so $\cos\vartheta_+=\mathrm{sgn}\,\lambda$. The lower contour $Aq^2=\sqrt{D^2q^4+m^2}$ has $m^2=(A^2-D^2)q^4$, so $|\cos\vartheta_-|=|m|/Aq^2=\sqrt{1-D^2/A^2}$ and
$$\sigma^S=-\mathrm{sgn}(\lambda)\,\frac e{2\pi}\,\frac12\left\langle\varphi'\left[1-\sqrt{1-D^2/A^2}\right]\right\rangle ,$$
independent of $|\lambda|$.

At $T>0$ the pair contributes $(f_--f_+)\Omega_-$. For $|m|\ll d_c\sim kT$, $f_--f_+\approx2(-f')\sqrt{d^2+m^2}$, and the flux element is $\frac1{4\pi}d\varphi\,d(\cos\vartheta)$ with $d(\cos\vartheta)=-m\,d\,\mathrm dd/(d^2+m^2)^{3/2}$. Then $\int_0^{d_c}(-2m\,d)\,\mathrm dd/(d^2+m^2)\approx-2m\ln(d_c/|m|)$, so
$$\sigma^S\ni-\frac e{2\pi}\,[-f'(E_M)]\,\lambda\ln\frac{d_c}{|\lambda|/2}.$$
The touching at Γ gives a term of the same form. There $\mathbf V=2\gamma\mathbf q$ and $e_x=E_\Gamma-t_\sigma q_x^2-t_\pi q_y^2$, so $B_\Gamma=\frac12(g_\Gamma-t_\sigma+t_\pi)$ and $C_\Gamma=\frac12g_\Gamma$ with $g_\Gamma=4\gamma^2/(E_\Gamma-E_s+4t_s)$. For the data of (d), $g_\Gamma=0.64/6.3<t_\sigma-t_\pi$, so $B_\Gamma<0$, the winding is $-4\pi$, and the term has the opposite sign with weight $-f'(E_\Gamma)$. At $T>0$ a $\lambda\ln|\lambda|$ term therefore spoils linearity unless the two weights are equal, which happens at $\mu=\frac12(E_M+E_\Gamma)=E_p$.

### (d) Numbers

The inputs are chosen model values and describe no particular material.

The response formula was checked at $\mathbf k=(2.2,2.7)$ by integrating the Schrödinger equation under a slowly ramped field: for the lower $p$ band $P^x=-1.1967\,a/$eV both ways, and $\Omega^L=0.48155$ against $0.48154\,a^2$. For the same band, $\Omega_\uparrow=\partial_yA_x-\partial_xA_y$ was obtained from the phase of the overlap product round a small plaquette divided by its area in $\mathbf k$; this gave $\Omega_\uparrow/\lambda=-1.3007\,a^2/$eV, equal to $\frac12(\partial_yP^x-\partial_xP^y)$.

Zone sums used a $200\times200$ midpoint grid on a quarter zone at $kT=0.025$ eV. At $\mu=1.3$ eV (0.715 electrons per cell in the two $p$ bands) $\sigma^L=1.83561\,e/2\pi$. The Fermi-surface formula gives $\kappa=-1.24362\,(e/2\pi)/$eV, and extrapolating the full sum at finite $\lambda$ gives the same digits. In units of $e/2\pi$:

| $\lambda$ (eV) | $\sigma^L$ | $\sigma^S$ | $\kappa\lambda$ |
|---|---|---|---|
| 0.01 | 1.83393 | −0.012425 | −0.012436 |
| 0.02 | 1.82894 | −0.024781 | −0.024872 |
| 0.2 | 1.38093 | −0.186262 | −0.248724 |

Doubling $\lambda$ from 0.005 to 0.01 eV multiplies $\sigma^S-\kappa\lambda$ by 7.978 and the change of $\sigma^L$ by 3.996, as cubic and quadratic terms require. The full $6\times6$ spinful model reproduces the row $\lambda=0.02$. At this $\mu$ the sign of $\sigma^S$ is opposite to that of $\lambda\sigma^L$, and $\frac12d\sigma^L/d\mu=-0.06167\,(e/2\pi)/$eV is about twenty times smaller than $\kappa$. At $T>0$ the Fermi-surface integral for $\kappa$ carries the same logarithm: near M and Γ its integrand goes as $(v_{+,y}-v_{-,y})P^x_+\sim q^{-2}$ with weight $-f'$ at the touching energy, so it diverges as the grid is refined. The logarithm is invisible here, in $\kappa$ and in $\sigma^S$, because $-f'(E_M)=8.2\times10^{-8}$ eV$^{-1}$ and $-f'(E_\Gamma)$ is smaller still. With $e^2/h=3.87405\times10^{-5}$ S and a chosen layer spacing of 6.3 Å, one unit is $614.9\,(\hbar/e)$ S/cm, so $\sigma^L=1.83561\times614.9\approx1129$ and $\sigma^S(0.02\text{ eV})=-0.024781\times614.9=-15.24\,(\hbar/e)$ S/cm.

In the gap ($\mu=0$), $\sigma^L=0.01349\,e/2\pi$, while $|\sigma^S|$ at $\lambda=0.2$ eV is $2\times10^{-14}\,e/2\pi$. The order-$\gamma^2$ formula gives $\sigma^L/\gamma^2=0.13122\,(e/2\pi)/$eV$^2$, matched by the full sum at $\gamma=0.004$ eV. At $\gamma=0.4$ eV it predicts $0.13122\times0.4^2=0.02100$, well above the exact value, so the terms of higher order in $\gamma$ are not negligible at this $\gamma$.

At M, $E_M=2.4-2(0.7+0.1)=0.8$ eV, $\Delta=0.8+1.5-4(0.2)=1.5$ eV and $g=4(0.4)^2/1.5=0.42667$ eV. Then $A=0.61333$, $B=0.51333$, $C=0.21333$, $A'=0.50667$ eV $a^2$, and the three-band matrix element $|j^L_{+-}|/2q_y$ near M is $0.50667$, which is $A'$ and not $A$. The lattice model was integrated at $T=0$ in polar coordinates between exact Fermi radii, for 0.004, 0.002 and 0.001 eV, and extrapolated to zero. With these as values of $\varepsilon$, the orbital jump is $1.88028,\ 1.88024,\ 1.88022\to1.88019$, equal to the angular formula, so $\sigma^L=0.01349+1.88019=1.89368\,e/2\pi$ just above the edge. With $\lambda=\varepsilon/1000$, $\sigma^S\varepsilon/\lambda=-0.99653,\ -0.99826,\ -0.99913\to-1.00000$. With the same values for $\lambda$ at $\mu=E_M$, $\sigma^S=-0.1669\,e/2\pi$ each time, and the limit $-0.16688$ agrees with the formula. At $kT=0.05$ eV and $\mu=E_M$, where $-f'=1/4kT$, and summing over the disc $q<1$ round M that contains the logarithm, halving $\lambda$ from $4\times10^{-4}$ eV changes $\sigma^S/\lambda$ by $-3.4646\,(e/2\pi)/$eV, against $-\ln2/(4\times0.05)=-3.4657$.

## Table of computed values

```
inputs (eV): Es=-1.5 ts=0.2 Ep=2.4 t_sigma=0.7 t_pi=0.1 gamma=0.4
inputs: mu=1.3 eV, kT=0.025 eV, layer spacing=6.3 A
k=(2.2,2.7)/a  P^x Kubo (a^2.. a/eV): [-0.013   -1.19674  1.20974]  evolution: [-0.013  -1.1967  1.2097]
k=(2.2,2.7)/a  Omega^L Kubo (a^2): [-0.00245  0.48155 -0.4791 ]  evolution: [-0.00245  0.48154 -0.47908]
Omega_up/lam (a^2/eV) plaquette: [-0.0089 -1.3007  1.3096]  curl P/2: [-0.0089 -1.3007  1.3096]
p electrons per cell at mu = 0.7150
sigma^L(lam=0) = 1.83561 e/2pi
kappa Fermi surface = -1.24362, from Kubo at finite lam = -1.24362 (e/2pi)/eV
(1/2) d sigma^L/d mu = -0.06167 (e/2pi)/eV
lam=0.005 eV: sigma^L=1.83519, sigma^S=-0.006217, kappa*lam=-0.006218 e/2pi
lam=0.01 eV: sigma^L=1.83393, sigma^S=-0.012425, kappa*lam=-0.012436 e/2pi
lam=0.02 eV: sigma^L=1.82894, sigma^S=-0.024781, kappa*lam=-0.024872 e/2pi
lam=0.2 eV: sigma^L=1.38093, sigma^S=-0.186262, kappa*lam=-0.248724 e/2pi
doubling ratios: sigma^S-kappa*lam 7.978, sigma^L change 3.996
e/2pi = 3.87405e-05 (hbar/e) S; per layer spacing 614.9 (hbar/e) S/cm
sigma^L = 1128.8, sigma^S(lam=0.02) = -15.24 (hbar/e) S/cm
6x6 model lam=0.02 eV: sigma^L=1.82894, sigma^S=-0.024781 e/2pi
gap (mu=0): sigma^L=0.01349 e/2pi, |sigma^S(lam=0.2)|=2e-14 e/2pi
gap sigma^L/gamma^2: formula 0.13122, Kubo gamma=0.004 0.13122 (e/2pi)/eV^2
order gamma^2 estimate at gamma=0.4: 0.02100 e/2pi
E_M=0.800, Delta_M=1.500, g=0.42667 eV; E_Gamma=4.000 eV
A=0.61333 B=0.51333 C=0.21333 A'=0.50667 eV a^2; lattice |j+-|/2qy=0.50667
eps or lam values (eV): (0.004, 0.002, 0.001)
sigma^L - gap value (e/2pi): [1.88028 1.88024 1.88022] -> 1.88019, formula 1.88019
sigma^S*eps/lam, lam=eps/1000 (e/2pi): [-0.99653 -0.99826 -0.99913] -> -1.00000, formula -1
sigma^S at mu=E_M (e/2pi): [-0.1669  -0.16689 -0.16689] -> -0.16688, formula -0.16688
sigma^L just above E_M = 1.89368 e/2pi
kT=0.05 eV, mu=E_M: change of sigma^S/lam for lam 4e-4 -> 2e-4 eV
  lattice -3.4646, formula -ln2/(4kT) = -3.4657 (e/2pi)/eV
-f'(E_M) in the worked example = 8.2e-08 1/eV
```
